# Why interface width weakens high-angle X-ray reflectivity of low-k films

## Two half-steps

Let the electron density at a film surface rise in two equal steps, one at depth $z=-a$ and one at $z=+a$. Each step reflects half the amplitude of a single full step. If $q$ is the momentum transfer normal to the surface, a wave returned from depth $z$ carries the phase $qz$. Relative to one sharp step, the amplitude is

$$
\tfrac12 e^{-iqa}+\tfrac12 e^{iqa}=\cos(qa),
$$

and the intensity is $\cos^2(qa)\simeq 1-q^2a^2$ for small $qa$. The rms width of this interface is $\sigma=a$, so the first loss of intensity is $q^2\sigma^2$. The two waves are as strong as before but no longer in step.

At $qa=\pi/2$ they cancel, and at $qa=\pi$ the full intensity returns. A finite width therefore does not guarantee a steady decay. If the density never decreases with depth, the familiar factor $e^{-q^2\sigma^2}$ needs a particular profile: the density must follow an error function, so that its *gradient* is a Gaussian of rms width $\sigma$.

## The single-interface law

Let $z$ point into the material, and let $q=4\pi\sin\theta/\lambda$, with $\theta$ the grazing angle and $\lambda$ the wavelength. Lengths are in nm and densities $\rho$ in electrons/nm³. For X-rays at small angles, without absorption, the field obeys

$$
\psi''+k^2\psi=V\psi,\qquad k=\frac q2,\qquad V(z)=4\pi r_e\,\rho(z),
$$

where $r_e=2.818\times10^{-6}$ nm is the classical electron radius. In a uniform medium the momentum transfer becomes $q'=\sqrt{q^2-q_c^2}$ with $q_c^2=16\pi r_e\rho$. Below $q_c$ the wave inside is evanescent.

Far above $q_c$ the scattering is weak, and $\psi$ on the right-hand side may be replaced by the incident wave $e^{ikz}$. This is the kinematic approximation. The outgoing response to a source at $z_0$ is $e^{ik|z-z_0|}/(2ik)$, whose slope jumps by one at $z_0$, as required. In front of the material it is proportional to $e^{-ikz}e^{ikz_0}$, so the reflected amplitude is

$$
r=\frac{1}{2ik}\int V e^{2ikz}\,dz=\frac{4\pi r_e}{iq}\int\rho(z)\,e^{iqz}\,dz .
$$

Integrate by parts. The boundary term vanishes in front, where $\rho=0$, and deep inside if a vanishingly small absorption is kept. The remaining factor is $-1/(iq)$, and $-1/i^2=1$, so

$$
r=\frac{4\pi r_e}{q^2}\int\rho'(z)\,e^{iqz}\,dz .
$$

Only changes of density reflect. Write $\rho'=\Delta\rho\,g(z)$, with $g$ normalized to one, and define $F(q)=\int g\,e^{iqz}dz$. Then

$$
R=|r|^2=\left(\frac{4\pi r_e\,\Delta\rho}{q^2}\right)^2|F(q)|^2 .
$$

A sharp step has $F=1$ and gives the $q^{-4}$ law. For the Gaussian gradient, complete the square in the exponent:

$$
-\frac{z^2}{2\sigma^2}+iqz=-\frac{(z-iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2}.
$$

The integration line may be shifted by $iq\sigma^2$, because the integrand has no singularities and vanishes at both ends. The remaining integral is the normalization, so

$$
F=e^{-q^2\sigma^2/2},\qquad |F|^2=e^{-q^2\sigma^2}.
$$

The amplitude carries half the exponent of the intensity. The number that matters is $q\sigma$, the rms spread of phase in radians.

## How much depends on the shape

For any symmetric gradient with finite fourth moment $\mu_4$, expanding the phase factor gives $F=1-q^2\sigma^2/2+q^4\mu_4/24-\dots$. With $\ln(1+x)=x-x^2/2+\dots$,

$$
\ln|F|^2=2\ln F=-q^2\sigma^2+\frac{q^4}{12}\left(\mu_4-3\sigma^4\right)+\dots
$$

The first term depends on the rms width alone. The next one vanishes for a Gaussian, for which $\mu_4=3\sigma^4$, and measures the weight of the tails.

A logistic density, $f=1/(1+e^{-z/s})$, makes a useful comparison. Since $z=s\ln[f/(1-f)]$ and $g\,dz=df$,

$$
F=\int_0^1 f^{iqs}(1-f)^{-iqs}\,df=\Gamma(1+iqs)\,\Gamma(1-iqs)=\frac{\pi qs}{\sinh(\pi qs)} .
$$

For small $q$ this is $1-\pi^2q^2s^2/6$, so $\sigma=\pi s/\sqrt3$. For large $q$ it falls as $2\pi qs\,e^{-\pi qs}$, more slowly than a Gaussian. With $\sigma=0.6$ nm in both cases, the intensity factors are:

| $q$ (1/nm) | Gaussian gradient | logistic |
|---|---|---|
| 1 | 0.698 | 0.706 |
| 2 | 0.237 | 0.279 |
| 3 | 0.039 | 0.076 |
| 4 | 0.0032 | 0.0170 |

At $q=1$ nm⁻¹ the shapes can hardly be told apart; at 4 nm⁻¹ they differ by a factor of about five. If the logistic value were read as Gaussian damping, the inferred width $\sqrt{-\ln|F|^2}/q$ would be 0.56 nm at $q=2$ nm⁻¹ and 0.50 nm at 4 nm⁻¹, instead of 0.6 nm. A fitted width that drifts with the upper limit of the fit is thus a reason to question the profile, once refraction, diffuse background and buried interfaces, which also cause drift, have been accounted for.

## Roughness or grading: where the intensity goes

Now let the interface be locally sharp but uneven, with height $h(x,y)$ and material at $z>h$. Specular reflection transfers no momentum along the surface, so in the kinematic regime it sees the laterally averaged density. That average is $\rho$ times the probability that $h<z$, and its gradient is the distribution of heights. Hence

$$
|F|^2=\left|\langle e^{iqh}\rangle\right|^2=e^{-q^2\sigma^2}
$$

for Gaussian heights of rms value $\sigma$. This is the result for a smooth graded layer, so specular data in this regime cannot tell the two apart.

The missing intensity has different destinations. For the rough surface each point contributes a factor $e^{iqh}$ of unit modulus. At fixed $q$, the sum over all lateral momentum transfers is therefore unchanged, and a share $1-e^{-q^2\sigma^2}$ becomes diffuse. A computed random surface with $\sigma=0.6$ nm at $q=2$ nm⁻¹ gave a specular share of 0.236, against 0.237 from the formula, and a diffuse share of 0.764. This bookkeeping at fixed $q$ describes the light actually reflected only if the diffuse lobe is narrow. At a fixed grazing angle the horizon limits the in-plane momentum transfer on one side to $(2\pi/\lambda)(1-\cos\theta)$, which is 0.012 nm⁻¹ at $q=2$ nm⁻¹ and $\lambda=0.154$ nm, and $q$ itself changes with the exit angle. For a height correlation $e^{-x^2/\xi^2}$, the kinematic intensity summed over all exit directions above the surface is 0.76 of the sharp reflectivity for $\xi$ of 2 µm or more, about 0.9 for 200 nm, about 0.2 for 20 nm and 0.02 for 2 nm. With short correlation lengths most of the missing intensity enters the material, as it does for a graded layer. A graded layer without lateral structure has no diffuse channel. If it is also lossless, flux conservation requires $R+T=1$, and the intensity lost from reflection is transmitted. Scans away from the specular direction are what separates the two cases, provided the correlation length is long enough for the diffuse signal to be detected.

## Where the Gaussian factor fails

Near $q_c$ the incident wave alone is a poor description of the field. Start instead from the sharp interface, with field $\psi_0$, reflection amplitude $r_0$ and $k'=q'/2$, and treat the difference $\delta V$ between graded and sharp profiles as small. The two wave equations give

$$
(\psi_0\psi'-\psi\psi_0')'=\delta V\,\psi\psi_0 .
$$

Deep inside, both fields are proportional to $e^{ik'z}$ and the bracket vanishes. In front, inserting $e^{ikz}+re^{-ikz}$ and $e^{ikz}+r_0e^{-ikz}$ gives $-2ik(r-r_0)$. Integrating over all $z$,

$$
r-r_0=\frac{1}{2ik}\int\delta V\,\psi\psi_0\,dz\simeq\frac{1}{2ik}\int\delta V\,\psi_0^2\,dz .
$$

For a symmetric transition $\int\delta V\,dz=0$. Integration by parts gives $\int z\,\delta V\,dz=-V\sigma^2/2$, where $V=k^2-k'^2$ is now the step height. At the interface $\psi_0=t$ and $\psi_0'=ik't$, with $t=2k/(k+k')$, so the slope of $\psi_0^2$ is $2ik't^2$. To order $\sigma^2$,

$$
r-r_0=-\frac{k'}{2k}\,t^2V\sigma^2
=-2kk'\sigma^2\,\frac{k-k'}{k+k'}=-\frac{qq'\sigma^2}{2}\,r_0 .
$$

Above $q_c$ this means $R\simeq R_0(1-qq'\sigma^2)$. The Nevot–Croce factor $e^{-qq'\sigma^2}$ agrees with it to this order and approaches the kinematic exponent when $q\gg q_c$.

For a film with $\rho=315$ electrons/nm³, $q_c=0.211$ nm⁻¹. At $q=1.1\,q_c$ with $\sigma=0.6$ nm, a multiple-reflection calculation through the finely sliced profile gives $-\ln(R/R_0)=0.0081$. The Nevot–Croce exponent is also 0.0081, while the kinematic exponent is 0.0194, more than twice too large.

Below $q_c$ a thick lossless medium transmits no flux, so a graded interface has $R=1$ whatever its width. The calculation at $0.9\,q_c$ gives 1.000000. Grading weakens the high-angle signal, not the plateau of total reflection. A laterally rough surface can also lose a little of the plateau to diffuse scattering.

Between $q=1$ and 4 nm⁻¹ the damping factor $R/R_0$ from the same calculation exceeds $e^{-q^2\sigma^2}$ by less than 1 %. In this factor, refraction and multiple reflection matter less there than the change from a Gaussian to a logistic gradient.

## A porous film on silicon

Consider a porous organosilicate film, 100 nm thick, on silicon, measured at $\lambda=0.154$ nm. The skeleton has 450 electrons/nm³ and the porosity is 30 %, so the film has $450\times0.70=315$ electrons/nm³. Silicon is given 700 electrons/nm³. The top interface has $\sigma_1=0.6$ nm and the buried one $\sigma_2=0.3$ nm.

**Reading the top interface alone.** At $q=2$ nm⁻¹, a grazing angle of 1.40°, the phase spread is $2\times0.6=1.2$ rad and the factor is $e^{-1.44}=0.237$. The full calculation lowers the top-interface reflectivity from $7.86\times10^{-6}$ to $1.88\times10^{-6}$.

Suppose that this absolute intensity is converted to density as if the interface were sharp. Density follows the amplitude, so the error is a factor of about $e^{-0.72}=0.49$. The result is 155 electrons/nm³, and the apparent porosity is $1-155/450=66$ % instead of 30 %. The missing reflectivity has been mistaken for missing material.

For a Gaussian gradient, a straight-line fit of $\ln(q^4R)$ against $q^2$ avoids this confusion, because density sets the intercept and width sets the slope. Between 1 and 3 nm⁻¹ it returns 0.603 nm for the isolated top interface, and the intercept gives 321 instead of 315 electrons/nm³. The small excess is consistent with refraction: the true sharp-interface reflectivity lies above the $q^{-4}$ law by about 5 % at 1 nm⁻¹ but by only 1 % at 2 nm⁻¹, which steepens the line.

**Including the buried interface.** The second density step, at depth $d$, adds its amplitude with the phase $q'd$, where $q'$ accounts for refraction in the film:

$$
R\simeq\left(\frac{4\pi r_e}{q^2}\right)^2\left|A_1+A_2e^{iq'd}\right|^2,\qquad
A_j=\Delta\rho_j\,e^{-q^2\sigma_j^2/2}.
$$

Here $\Delta\rho_1=315$ and $\Delta\rho_2=700-315=385$ electrons/nm³. At $q=2$ nm⁻¹, $A_1=315\,e^{-0.72}=153$ and $A_2=385\,e^{-0.18}=322$. Averaged over a fringe, the cross term drops out and the intensity is proportional to $A_1^2+A_2^2$. With unrounded amplitudes, the buried interface supplies $A_2^2/(A_1^2+A_2^2)=81$ % of it. Most of the high-angle signal therefore does not come from the surface whose roughness is sought.

One Gaussian factor for the whole film is justified in this model only if $\sigma_1=\sigma_2$. Forcing a single width on the fringe means near $q=1$ and 3 nm⁻¹, with the plain $q^{-4}$ law as reference, gives 0.38 to 0.39 nm, depending on how the fringes are averaged, a value that describes neither interface. About 0.02 nm of this comes from refraction: the amplitudes $A_j$ alone give 0.37 nm.

The top interface remains visible through interference. The fringe contrast, $(R_{\max}-R_{\min})/(R_{\max}+R_{\min})$ with the slow $q^{-4}$ trend removed, is

$$
C=\frac{2A_1A_2}{A_1^2+A_2^2}.
$$

At $q=2$ nm⁻¹ it is 0.78, against 0.98 for sharp interfaces. At 4 nm⁻¹ the amplitudes are $A_1=315\,e^{-2.88}=17.7$ and $A_2=385\,e^{-0.72}=187$. The top interface then supplies only about 0.9 % of the mean intensity, yet the contrast is still 0.19. The fringes are much the better place to look for it, provided that instrument resolution and thickness variation, which also reduce contrast, are known independently. Where $A_1\ll A_2$, a Gaussian thickness spread of rms value $s$ multiplies the contrast by about $e^{-q^2s^2/2}$, just as a larger top width would. Even with $\sigma_2$ known, the contrast there fixes only the sum $\sigma_1^2+s^2$.

## Absorption and diffuse scattering

**Absorption.** With rough coefficients of 30 cm⁻¹ for the film and 150 cm⁻¹ for silicon, absorption lowers the fringe mean at $q=2$ nm⁻¹ by 1.9 %.

**Diffuse light from roughness.** For Gaussian heights with correlation function $C_h(x)$, the average of $e^{iq[h(0)-h(x)]}$ is $e^{-q^2\sigma^2[1-C_h(x)]}$. Subtract the specular part $e^{-q^2\sigma^2}$ and divide by it. Close to the specular direction, the integral of the result over $x$, divided by $2\pi$, is the diffuse intensity per unit lateral momentum transfer in the plane of incidence, summed over the sideways direction and relative to the specular intensity. A detector of in-plane opening $\delta$ accepts lateral momentum transfers over a range $q\delta/2$. If it accepts all the sideways scattering, the diffuse-to-specular ratio is

$$
\frac{q\delta}{4\pi}\int\left(e^{q^2\sigma^2C_h(x)}-1\right)dx .
$$

**Scattering from the pores.** For a random two-phase medium with porosity $\phi$ and correlation $e^{-r/a}$, the cross-section per volume and solid angle is $r_e^2\rho_s^2\phi(1-\phi)S(q)$, where $\rho_s$ is the skeleton density and

$$
S=\frac{4\pi}{q}\,\mathrm{Im}\int_0^\infty r\,e^{-(1/a-iq)r}dr
=\frac{4\pi}{q}\,\mathrm{Im}\frac{1}{(1/a-iq)^2}
=\frac{8\pi a^3}{(1+q^2a^2)^2}.
$$

Multiplying by the path $d/\sin\theta$ and the detector solid angle gives the detected fraction.

Take $C_h=e^{-x^2/\xi^2}$ with $\xi=20$ nm, $a=0.7$ nm, and a detector opening of 0.02° in plane and 1° sideways, wide enough to accept nearly all the sideways scattering from the roughness. At $q=2$ nm⁻¹, roughness and pores add about 0.5 % and 0.4 % of the top interface's own specular intensity. At 4 nm⁻¹ they add 56 % (54 % once the finite sideways opening is counted) and 30 %, because that specular intensity has collapsed to $1.5\times10^{-9}$. Relative to the fringe mean of the whole film the sum is still below 1 %, but added to the signal of the top interface alone, it would lower the width read from the damping at 4 nm⁻¹ from 0.60 to about 0.57 nm. This counts the pores of a 100 nm layer only. In a thick porous sample the pores scatter from a depth set by absorption, about 8 µm at this angle, the diffuse light is some 25 times the specular intensity, and the width read would be near 0.40 nm. These ratios depend on the assumed lengths and slit, and they leave out diffuse scattering from the buried interface.

## What this means in practice

The densities, porosity and widths above are rough values of the order expected for porous low-k films on silicon; none is a measurement of a particular film. Processed films can break the assumption of uniform density between two Gaussian transitions, for example through a densified skin. The logistic comparison shows the scale for a mild change of shape: 6 % in the inferred width at 2 nm⁻¹ and 16 % at 4 nm⁻¹. A distinct skin adds an interface of its own and needs its own layer in the model.

Density, and hence porosity for a known skeleton, is best anchored at low angle, where width matters little: $qq'\sigma^2$ vanishes at $q_c$. On silicon this needs care. The substrate is denser, with $q_c=0.211\sqrt{700/315}=0.315$ nm⁻¹, and a lossless stack reflects totally up to that value. The film's own edge at 0.211 nm⁻¹ shows only through absorption, so the fit must include it.

The high-angle range should then be fitted with a separate width for each interface. Before a fitted width is called roughness, an off-specular scan should show the diffuse intensity that roughness requires. In a porous film the pores scatter as well, and they can hide roughness whose correlation length is only a few nanometres. The numerical output below lists most of the values used here.

## Computed results

```
classical electron radius: 2.8179e-06 nm
wavelength: 0.154 nm
skeleton density: 450 electrons/nm^3
true porosity: 30 %
film density: 315 electrons/nm^3
silicon density: 700 electrons/nm^3
film thickness: 100 nm
top width: 0.6 nm; buried width: 0.3 nm
critical q of film: 0.2112 1/nm
q = 1 1/nm: grazing angle 0.702 deg, phase spread 0.60 rad
  damping: Gaussian 0.69768, all orders 0.70333, logistic 0.70620
  R of top interface: sharp 1.302e-04, graded 9.157e-05
q = 2 1/nm: grazing angle 1.404 deg, phase spread 1.20 rad
  damping: Gaussian 0.23693, all orders 0.23880, logistic 0.27920
  R of top interface: sharp 7.864e-06, graded 1.878e-06
q = 3 1/nm: grazing angle 2.107 deg, phase spread 1.80 rad
  damping: Gaussian 0.03916, all orders 0.03946, logistic 0.07646
  R of top interface: sharp 1.544e-06, graded 6.092e-08
q = 4 1/nm: grazing angle 2.810 deg, phase spread 2.40 rad
  damping: Gaussian 0.00315, all orders 0.00317, logistic 0.01695
  R of top interface: sharp 4.874e-07, graded 1.547e-09
kinematic / all-order sharp R at q = 1 and 2 1/nm: 0.9556, 0.9889
near-critical test at q = 0.2324 1/nm, -ln(damping):
  all orders 0.00810, Nevot-Croce 0.00810, kinematic 0.01944
R of graded interface at 0.9 qc, no absorption: 1.000000
random surface, q = 2 1/nm: specular share 0.2359, diffuse share 0.7641
random surface, near-specular diffuse / formula: 0.997
top width from slope, q = 1 to 3 1/nm: 0.6032 nm
density if top is taken as sharp, q = 2 1/nm: 154.8 electrons/nm^3
porosity if top is taken as sharp: 65.6 %
buried share of fringe-mean intensity, q = 2 1/nm: 81.5 %
fringe contrast, q = 2 1/nm: sharp 0.980, graded 0.777
two-interface formula, largest error / peak R: 0.0339
single width forced on whole film: 0.387 nm
absorption: film 30 1/cm, silicon 150 1/cm
absorption loss of fringe mean, q = 2 1/nm: 1.87 %
detector opening: 0.02 deg in plane, 1.0 deg sideways
correlation lengths: roughness 20 nm, pores 0.7 nm
diffuse / top specular at q = 2 1/nm: roughness 0.51 %, pores 0.44 %
diffuse / top specular at q = 4 1/nm: roughness 56.15 %, pores 29.93 %
```
